\section*{Coulomb tail and angular correction in an anisotropic polarizable sheet}

\section*{Question}

I am working on an exercise about a phosphorene-like channel, a thin insulating sheet that polarizes more easily along $x$ than along $y$. I am asked to show that the interaction of two charges in the sheet has an isotropic leading tail at large distance, and that the first angular correction goes as $\cos 2\phi/r^2$.

Two things stop me. In a bulk crystal with unequal permittivities, the $1/r$ law itself depends on direction, so why not here? And when I expand the Fourier-space interaction in small $q$, the second term depends on the angle of $\mathbf q$ but not on its length. Its inverse transform contains $\int q\,dq$, which diverges. How do I get $1/r^2$ out of that, with the right sign and prefactor? I would also like to know how large the effect is for a sheet on SiO$_2$.

\section*{Answer}

The difference from the bulk is that the sheet's polarization disappears from the long-wavelength interaction, while that of a bulk crystal does not. The divergent integral is a distribution, and it can be evaluated by differentiating a logarithm.

\subsection*{The interaction in Fourier space}

Use units with $e^2/(4\pi\varepsilon_0)=1$. The sheet is the plane $z=0$, with isotropic half-spaces of permittivity $\epsilon_1$ above and $\epsilon_2$ below. Its dipole moment per area is $P_i=a_iE_i$ for $i=x,y$, where the polarizabilities $a_i>0$ are lengths. The response is static, linear and local, and there are no free carriers. Define
\begin{equation}
k=\frac{\epsilon_1+\epsilon_2}{2},\qquad r_x=2\pi a_x,\qquad r_y=2\pi a_y .
\end{equation}

Put a unit charge at the origin. Each Fourier component of its potential solves Laplace's equation outside the sheet and must decay, so it has the form $V(\mathbf q)e^{-q|z|}$. The normal field is $+qV$ just above the sheet and $-qV$ just below. Gauss's law gives
\begin{equation}
\epsilon_1 qV+\epsilon_2 qV=2kqV=4\pi(1+\sigma_{\rm ind}).
\end{equation}
The in-plane field is $E_i=-iq_iV$, and the bound charge is $-\nabla\cdot\mathbf P$, so
\begin{equation}
\sigma_{\rm ind}=-\sum_i iq_i\,a_i(-iq_i)V=-(a_xq_x^2+a_yq_y^2)V .
\end{equation}
Let $\theta$ be the angle of $\mathbf q$ from $x$. Solving for $V$,
\begin{equation}
V(\mathbf q)=\frac{2\pi}{q\,[k+q\rho(\theta)]},\qquad
\rho(\theta)=r_x\cos^2\theta+r_y\sin^2\theta .
\label{kernel}
\end{equation}

This answers the first question. The sheet enters through $q\rho$, which vanishes relative to $k$ as $q\to0$: the induced charge tends to zero, and long field lines run through the surroundings. In a bulk crystal the interaction is $4\pi/\sum_i\epsilon_iq_i^2$, where the anisotropy has the same power of $q$ as everything else and survives at any distance. The same would happen here if the surroundings were anisotropic in the plane, because $k$ would then depend on $\theta$. Isotropy of the surroundings in the plane is therefore a real condition.

\subsection*{Splitting off the tail}

The following identity is exact, as multiplying out shows:
\begin{equation}
\frac{1}{k+q\rho}=\frac1k-\frac{q\rho}{k^2}+\frac{q^2\rho^2}{k^2(k+q\rho)} .
\label{split}
\end{equation}
Multiply by $2\pi/q$ and transform term by term.

\textbf{First term.} In two dimensions $2\pi/q$ is the transform of $1/r$. The first term gives $1/(kr)$, with no reference to $r_x$, $r_y$ or $\phi$.

\textbf{Second term.} This is your divergent integral. Write it as
\begin{equation}
-\frac{2\pi\rho(\theta)}{k^2}
=-\frac{1}{k^2}\,(r_xq_x^2+r_yq_y^2)\,\frac{2\pi}{q^2}.
\end{equation}
Since $\nabla^2\ln r=2\pi\delta(\mathbf r)$, the function $2\pi/q^2$ transforms to $-\ln r$ plus a constant, which the derivatives remove. Each $q_i^2$ becomes $-\partial_i^2$. There are three minus signs: the prefactor, the derivatives and the logarithm. Hence
\begin{equation}
V_2=-\frac1{k^2}\left(r_x\partial_x^2+r_y\partial_y^2\right)\ln r .
\end{equation}
Away from the origin,
\begin{equation}
\partial_x^2\ln r=\frac{y^2-x^2}{r^4}=-\frac{\cos2\phi}{r^2},\qquad
\partial_y^2\ln r=+\frac{\cos2\phi}{r^2},
\end{equation}
and therefore
\begin{equation}
V_2=\frac{(r_x-r_y)\cos2\phi}{k^2r^2}.
\end{equation}
The angular mean of $\rho$ is a constant in $\mathbf q$ space. It transforms to a delta function at the charge and leaves nothing at finite $r$, which is why there is no isotropic $1/r^2$ term.

\textbf{Remainder.} The last term of (\ref{split}) contributes
\begin{equation}
G(\mathbf q)=\frac{2\pi q\rho^2}{k^2(k+q\rho)} .
\end{equation}
It is smooth except at $q=0$, where it starts as $q$ times a function of angle. At large $q$ it tends to a function of angle alone. In both ranges its $n$th derivatives are bounded by a constant times $q^{1-n}$. Divide the plane with a smooth cutoff between $q=1/r$ and $q=2/r$. The inner part is at most of order
\begin{equation}
\int_0^{2/r}q\,q\,dq\sim r^{-3}.
\end{equation}
In the outer part, integrate by parts four times. Each step gives a factor $1/r$, and derivatives of the cutoff obey the same bound because $q\sim1/r$ there. The result is at most of order
\begin{equation}
r^{-4}\int_{1/r}^{\infty}q^{-3}\,q\,dq=r^{-3}.
\end{equation}
Collecting the terms,
\begin{equation}
V(r,\phi)=\frac{1}{kr}+\frac{(r_x-r_y)\cos2\phi}{k^2r^2}+O(r^{-3}) .
\label{main}
\end{equation}

For like charges the energy is higher along the more polarizable axis. The bound charge shows why. To first order, the field $\mathbf r/(kr^3)$ polarizes the sheet and leaves
\begin{equation}
-\nabla\cdot\mathbf P=\frac{1}{kr^3}\left[\frac{a_x+a_y}{2}+\frac{3(a_x-a_y)}{2}\cos2\phi\right].
\end{equation}
If $a_x>a_y$, more charge of the same sign as the source collects along $x$. The isotropic part is compensated by opposite charge at the source, in such a way that its $1/r^2$ potential cancels.

\subsection*{When is the angular term accurate?}

For this you need the next order. Put $s=(r_x+r_y)/2$ and $d=(r_x-r_y)/2$. The next term of the expansion of (\ref{kernel}) is
\begin{equation}
\frac{2\pi q\rho^2}{k^3}=\frac{(r_xq_x^2+r_yq_y^2)^2}{k^3}\,\frac{2\pi}{q^3}.
\end{equation}
Because $\nabla^2r=1/r$, the function $2\pi/q^3$ transforms to $-r$ plus a constant. The two factors $-\partial_i^2$ give a plus sign, so $V_3=-D^2r/k^3$ with
\begin{equation}
D=s\nabla^2+dA,\qquad A=\partial_x^2-\partial_y^2 .
\end{equation}
The first application uses $Ar=(y^2-x^2)/r^3=-\cos2\phi/r$:
\begin{equation}
Dr=\frac{s-d\cos2\phi}{r}.
\end{equation}
The second needs
\begin{align}
\nabla^2\frac1r&=\frac1{r^3}, &
A\frac1r&=\frac{3\cos2\phi}{r^3},\\
\nabla^2\frac{\cos2\phi}{r}&=-\frac{3\cos2\phi}{r^3}, &
A\frac{\cos2\phi}{r}&=\frac{15\cos^22\phi-8}{r^3}.
\end{align}
With $\cos^22\phi=(1+\cos4\phi)/2$, the last numerator is $-\frac12+\frac{15}{2}\cos4\phi$. Adding the pieces,
\begin{equation}
V_3=\frac{-\left(s^2+\frac{d^2}{2}\right)-6sd\cos2\phi+\frac{15}{2}d^2\cos4\phi}{k^3r^3}.
\label{third}
\end{equation}

The energy difference between the two axes at equal $r$ is then
\begin{equation}
\Delta V=V(r,0)-V(r,\tfrac{\pi}{2})\simeq\frac{4d}{k^2r^2}\left(1-\frac{3s}{kr}\right).
\label{diff}
\end{equation}
The leading law needs $r\gg3s/k$, a stricter condition than $r\gg s/k$. On the diagonals, $\phi=\pm45^\circ$, the $1/r^2$ term vanishes and the first correction is $-(s^2+8d^2)/(k^3r^3)$.

I checked the powers on a strongly anisotropic sheet with $r_x=3$, $r_y=1$ and $k=1.5$, by separating the angular harmonics of the full potential at $r=1000$ and $2000$. The $\cos2\phi$ part falls with power $-1.997$, the isotropic correction with $-3.000$ and the $\cos4\phi$ part with $-2.991$. The small excess over $-2$ is the bracket in (\ref{diff}): here $3s/k=4$, and the bracket rises from $0.996$ to $0.998$, which shifts the power by $0.003$.

\subsection*{The full potential and the opposite limit}

The expansion is not needed to get numbers. In the inverse transform of (\ref{kernel}), the factor $q$ of the area element cancels the $1/q$. The directions $\theta$ and $\theta+\pi$ combine to leave a cosine:
\begin{equation}
V=\frac1{2\pi}\int_0^{2\pi}d\theta\int_0^\infty dq\,
\frac{\cos[qr\cos(\theta-\phi)]}{k+q\rho(\theta)} .
\end{equation}
Substituting $q=kt/\rho$ gives
\begin{equation}
V=\frac{1}{2\pi}\int_0^{2\pi}\frac{d\theta}{\rho}\;
g\!\left(\frac{kr|\cos(\theta-\phi)|}{\rho}\right),\qquad
g(z)=\int_0^\infty\frac{\cos zt}{1+t}\,dt .
\end{equation}
The function $g$ is expressible in sine and cosine integrals, so one angular integration remains. Its integrand has an integrable logarithmic singularity where $\cos(\theta-\phi)=0$, because $g(z)\simeq-\ln z$ plus a constant at small $z$, and the numerical grid must be refined there. Below, ``full'' means this integral. It is the complete answer of the model, not of a real device.

At short distance, with $r$ well below both $r_x/k$ and $r_y/k$, large $q$ dominates and $V(\mathbf q)\simeq2\pi/(r_xq_x^2+r_yq_y^2)$. Rescaling $q_i$ by $\sqrt{r_i}$ and $x_i$ by $1/\sqrt{r_i}$ turns this into the isotropic logarithm:
\begin{equation}
V\simeq-\frac{1}{\sqrt{r_xr_y}}\ln\sqrt{\frac{x^2}{r_x}+\frac{y^2}{r_y}}+\text{const}.
\end{equation}
Here the surroundings drop out of the $r$ dependence and the equipotentials are ellipses. The difference between the axes tends to $\ln(r_x/r_y)/(2\sqrt{r_xr_y})$, with the same sign as at large distance. This limit is physical only while $r$ also stays well above the sheet's thickness. For the sheet treated below, $s/k$ is only $1.1$ nm, so a layer about half a nanometre thick leaves no such range.

\subsection*{Numbers for a sheet on SiO$_2$}

Take rough, rounded values: $a_x=0.45$ nm, $a_y=0.40$ nm, thick oxide of permittivity $3.9$ below and vacuum above. Then $k=(1+3.9)/2=2.45$, $r_x=2.827$ nm, $r_y=2.513$ nm and $r_x-r_y=0.314$ nm. Energies follow on multiplying by $e^2/(4\pi\varepsilon_0)=1440$ meV\,nm. At $r=20$ nm,
\begin{align}
\frac{1440}{2.45\times20}&=29.4\ \text{meV},\\
\Delta V_{\rm leading}=\frac{2\times0.314\times1440}{2.45^2\times20^2}&=0.377\ \text{meV}.
\end{align}
The full potential gives $\Delta V=0.317$ meV, or $1.2\times10^{-5}$ hartree. Since $3s/k=3.27$ nm, (\ref{diff}) lowers the leading value by $3.27/20=16\%$, to $0.315$ meV, within $1\%$ of the full value.

\begin{center}
\begin{tabular}{cccc}
$r$ (nm) & $1/(kr)$ (meV) & full $\Delta V$ (meV) & leading $\Delta V$ (meV)\\
10 & 58.8 & 1.059 & 1.507\\
20 & 29.4 & 0.317 & 0.377\\
50 & 11.8 & 0.0564 & 0.0603\\
100 & 5.88 & 0.0146 & 0.0151
\end{tabular}
\end{center}

Relative to the full value, the leading law is $42\%$ too large at 10 nm and $3\%$ too large at 100 nm. At 20 nm the axis difference is about $1\%$ of the tail, and also about $1\%$ of the thermal energy at 300 K, $25.9$ meV.

\subsection*{What a real device changes}

The parameters are meant to lie in the range of monolayer phosphorene on a thermal oxide. The leading angular term is proportional to the small difference $a_x-a_y$, so it is very sensitive to errors in the polarizabilities: raising $a_x$ alone by $5\%$ raises it by $45\%$. With $a_x=0.420$ nm and $a_y=0.397$ nm, a pair often quoted from density-functional work, $\Delta V$ at 20 nm is $0.15$ meV, less than half the value above. For phosphorene the size of the effect is therefore fixed here only to a factor of about two. The estimates below are all at 20 nm unless stated, with the other settings held fixed.

\textbf{Free carriers} break the model most severely once the channel is switched on. In linear Thomas--Fermi screening, $kq$ becomes $kq+q_s$, with
\begin{equation}
q_s=\frac{2\pi e^2}{4\pi\varepsilon_0}\,\frac{N}{k_BT}\left(1-e^{-n/N}\right),\qquad
N=\frac{m\,k_BT}{\pi\hbar^2}.
\end{equation}
In this long-wavelength limit the anisotropic mass enters only through $m=\sqrt{m_xm_y}$. Rough masses of $0.15$ and $1.0$ electron masses give $N=4.2\times10^{12}$ cm$^{-2}$ at 300 K. For an off state with $n=10^9$ cm$^{-2}$ the screening length $k/q_s$ is 700 nm, and the energy along $x$ drops from $29.5$ to $26.4$ meV. For an on state with $n=10^{12}$ cm$^{-2}$ the length is $0.8$ nm and about $0.05$ meV is left, some 600 times less. Equation (\ref{main}) is thus a result for a depleted channel. These are order-of-magnitude estimates: the unscreened energy is comparable with $k_BT$, where linear screening is doubtful, and $0.8$ nm is shorter than the mean carrier spacing of about 10 nm. At finite $q$ the carrier response depends on $q_x^2/m_x+q_y^2/m_y$ and adds an angular term of its own. With the finite-temperature Lindhard response and the light mass along $x$, $\Delta V$ moves from $0.309$ to $0.305$ meV in the off state, and from $+0.0004$ to $-0.003$ meV in the on state, where its sign is reversed.

\textbf{A metal gate} under oxide of thickness $t$ replaces $k$ by $[1+3.9\coth(qt)]/2$. Then $qk$ stays finite as $q\to0$, and the $1/q$ singularity behind the $1/r$ tail is gone. With $t=90$ nm the energy along $x$ falls by $4.0$ meV, while $\Delta V$ changes by less than $0.001$ meV. The gate's effect on the interaction dies out as $e^{-2qt}$, so it is confined to $q$ of at most a few times $1/t$. The $\cos2\theta$ part of the interaction enters the potential at distance $r$ with the Bessel function $J_2(qr)\simeq(qr)^2/8$, which is small there because $r$ is well below $t$. At 200 nm, $14\%$ of the ungated energy remains. With a gate, the angular term of the expansion holds in a window $3s/k\ll r\ll t$. The isotropic part there is the $1/(kr)$ tail lowered by a nearly constant amount, which at 20 nm is much larger than the angular term.

\textbf{A gap} $h$ between sheet and oxide replaces $k$ by $1/(1-\beta e^{-2qh})$, where $\beta=(3.9-1)/(3.9+1)$. For small $q$ this is $k-2\beta hk^2q$, an isotropic shift of $\rho$. The $1/r^2$ angular coefficient is therefore unchanged, but $s$ in (\ref{diff}) is reduced. For $h=0.3$ nm, $\Delta V$ rises by $0.046$ meV, $15\%$ of its full value. This change shrinks by a factor $7.9$ from 40 to 80 nm, close to the factor 8 of an $r^{-3}$ law.

\textbf{Fast charges} see an oxide whose lattice cannot follow. With a rough permittivity of $2.1$, $k=1.55$, the energy along $x$ is $46.5$ meV and $\Delta V=0.71$ meV. Of these effects, this one raises the angular term most.

The tail's field at 20 nm is $0.015$ MV/cm, far below the several MV/cm at which oxides break down, so breakdown does not limit the estimate. The numerical output below lists the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
TESTS
largest relative error of Fourier kernel: 1.4e-06
test sheet rx, ry: 3.0, 1.0 (length units), kappa 1.5
decay power, isotropic correction: -3.0000
decay power, cos(2 phi) part: -1.9971
decay power, cos(4 phi) part: -2.9908
gap effect on axis difference, 40 nm over 80 nm: 7.907
EXAMPLE INPUTS (rough)
polarizabilities x, y: 0.45, 0.40 nm
oxide permittivity: 3.9, mean kappa: 2.45
screening lengths rx, ry: 2.8274, 2.5133 nm
rx - ry: 0.3142 nm; 3 s/kappa: 3.270 nm
e^2/(4 pi eps0): 1439.96 meV nm
r (nm): 1/(kappa r), exact x-y difference, leading law (meV)
   10: 58.774, 1.05945, 1.50730
   20: 29.387, 0.31694, 0.37682
   50: 11.755, 0.05637, 0.06029
  100: 5.877, 0.01458, 0.01507
AT 20 nm
exact V along x, y: 29.4616, 29.1447 meV
third-order part of difference: -0.06161 meV
leading plus third order: 0.31522 meV
exact difference: 1.165e-05 hartree
NEGLECTED EFFECTS AT 20 nm
thermal energy at 300 K: 25.85 meV
field of the leading tail: 0.0147 MV/cm
gate below 90 nm oxide, change of V along x: -4.008 meV
gate, change of x-y difference: -0.00006 meV
gate, fraction of V left at 200 nm: 0.144
gap 0.3 nm, change of V along x: 0.1782 meV
gap, change of x-y difference: 0.04618 meV
fast oxide permittivity 2.1: kappa 1.55
fast oxide, V along x: 46.486 meV
fast oxide, x-y difference: 0.71333 meV
masses x, y: 0.15, 1.0; density-of-states mass 0.387 m_e
band density m kT/(pi hbar^2): 4.183e+12 cm^-2
off state 1e+09 cm^-2: screening length 700.133 nm
off state: V along x 26.4306 meV, x-y difference 0.309285 meV
on state 1e+12 cm^-2: screening length 0.787 nm
on state: V along x 0.0468 meV, x-y difference 0.000368 meV
\end{verbatim}
